Grain-boundary resistivity and the product ρ₀λ in the Mayadas-Shatzkes model

A copper line some 20 nm wide has a clearly higher resistivity than a thick piece of the same metal. Part of the increase comes from grain boundaries, which lie about as close together as the line is wide and turn back some of the electrons that carry the current. To compare copper with other metals for such lines, one wants a bulk property that measures how strongly a given set of boundaries raises the resistivity. The bulk resistivity ρ₀ alone cannot do this, since a metal may owe its low ρ₀ to a long mean free path λ, and that advantage shrinks when obstacles are inserted. The Mayadas-Shatzkes model leads to the product ρ₀λ.

**The formula and its parameter**

Let D be the mean spacing of the boundaries along the current and R a reflection parameter between 0 and 1. Define

α = (λ/D) R/(1−R).  (1)

The Mayadas-Shatzkes formula for the resistivity ρ is

ρ₀/ρ = 1 − 3α/2 + 3α² − 3α³ ln(1 + 1/α).  (2)

The grain-boundary resistivity is the excess over the bulk, ρ_gb = ρ − ρ₀. The question is how it behaves for α ≪ 1 (weak reflection) and for α ≫ 1 (strong reflection). These names refer to α, not to R alone: in the formula, large grains give the weak limit even for a sizeable R < 1, and small grains give the strong limit even for a modest R.

Formula (2) is derived first, because its origin explains the two prefactors and shows what R means. The algebra uses atomic units, in which ħ, the electron mass and the elementary charge are 1. The Fermi surface is a sphere of radius k_F, the Fermi velocity is v_F = k_F, and the bulk relaxation time τ is the same for all directions, so λ = v_F τ.

**Scattering by planes**

Each boundary is modelled as a plane normal to the current direction x, with potential S δ(x). An electron with wave-vector component k > 0 along x is described by exp(ikx) + r exp(−ikx) on the left and t exp(ikx) on the right. Continuity at x = 0 gives 1 + r = t. Integrating the Schrödinger equation across the plane gives a slope jump of 2S times the wave function:

ik t − ik(1 − r) = 2S t.

Inserting r = t − 1 turns the left side into 2ik(t − 1), so that

t = ik/(ik − S),  r = t − 1 = S/(ik − S).

The reflection probability is |r|² and the transmission probability is |t|². Write u = |k_x|/k_F, let R_u be the reflection probability for direction u, and R₁ its value at normal incidence. Then

R_u/(1−R_u) = |r|²/|t|² = S²/(u k_F)² = u⁻² R₁/(1−R₁).  (3)

Electrons at grazing incidence are reflected more strongly.

Next we need the rate at which a row of such planes destroys momentum along x. Take equal spacing D and ignore interference between planes. At each plane an electron keeps its direction with probability 1−R_u and reverses it with probability R_u. The average product of the directions (±1) of two successive hops is therefore c = 1 − 2R_u, and for hops n steps apart it is cⁿ. After many hops the mean-square displacement grows per hop by

D²(1 + 2c + 2c² + …) = D²(1 + c)/(1 − c) = D²(1−R_u)/R_u.  (4)

A hop lasts D/v, where v = u v_F. The mean-square displacement grows in time at twice the diffusion coefficient, which is therefore Dv(1−R_u)/(2R_u). A velocity correlation v² exp(−t/τ_p), integrated over time, gives a diffusion coefficient v²τ_p. Equating the two and using (3),

1/τ_p = (2v/D) R_u/(1−R_u) = [2v_F/(D u)] R₁/(1−R₁).  (5)

One factor u from the velocity and u⁻² from the reflection law leave 1/u. The model now assumes that bulk and plane scattering rates add for each direction:

1/τ* = 1/τ + 1/τ_p = (1/τ)(1 + α/u),  α = 2(λ/D) R₁/(1−R₁).  (6)

This α contains a factor 2 that is absent from (1). The two agree if the customary parameter R is defined by R/(1−R) = 2R₁/(1−R₁). Thus R in (1) is an effective parameter and not the normal-incidence reflection probability of a delta plane. We keep the customary R. Anyone who inserts the normal-incidence probability R₁ of a delta plane must double α, and the prefactors 3/2 and 4/3 found below then become 3 and 8/3 in front of R₁/[D(1−R₁)].

**From the relaxation time to the formula**

In a field E along x the force on an electron is −E. If f₀ is the equilibrium distribution, ε the energy and δf the deviation from f₀, the stationary linear Boltzmann equation reads

−E v_x ∂f₀/∂ε = −δf/τ*,  so  δf = E τ* v_x ∂f₀/∂ε.

This δf is odd in k_x, so isotropic bulk scattering returns no net contribution to it, and a relaxation time suffices. The current density is −2 ∫ d³k/(2π)³ v_x δf, where 2 counts the spins. For a sharp Fermi surface −∂f₀/∂ε is a delta function at the Fermi energy, and d³k = dA dε/v_F with dA an element of the Fermi surface. Hence the conductivity is

σ = [1/(4π³)] ∫ dA v_x² τ*/v_F.

Here dA = k_F² dΩ and v_x² = k_F²u². The integral over solid angle of a function of u is 4π times its integral from u = 0 to 1, which gives

σ = (k_F³/π²) ∫₀¹ u² τ* du.  (7)

Without planes τ* = τ, the integral is τ/3, and

1/ρ₀ = k_F³τ/(3π²),  ρ₀λ = 3π² k_Fτ/(k_F³τ) = 3π²/k_F².  (8)

The relaxation time has cancelled. In this model ρ₀λ is a property of the Fermi surface and does not depend on temperature or purity at fixed k_F. In SI units the right side is 3π²ħ/(e²k_F²).

With planes, τ* = τu/(u + α). Dividing (7) by its bulk value gives

ρ₀/ρ = 3 ∫₀¹ u³/(u + α) du.  (9)

Polynomial division yields

u³/(u + α) = u² − αu + α² − α³/(u + α).

The four terms integrate to 1/3, −α/2, α² and −α³ ln[(1 + α)/α]. Multiplication by 3 gives (2).

**One expression for all α**

Both limits can be read from a single rearrangement. Write f = ρ₀/ρ and let ⟨g⟩ = 3 ∫₀¹ u² g(u) du, an average since ⟨1⟩ = 1. Then (9) says f = ⟨u/(u + α)⟩. Because 1 − u/(u + α) = α/(u + α),

1 − f = α ⟨1/(u + α)⟩.

The relative excess is ρ_gb/ρ₀ = 1/f − 1 = (1 − f)/f, so

ρ_gb/ρ₀ = α ⟨1/(u + α)⟩/⟨u/(u + α)⟩ = α/U,

U = ∫₀¹ u³/(u + α) du / ∫₀¹ u²/(u + α) du.  (10)

U is the mean of u with weight u²/(u + α). Inserting (1) for α,

ρ_gb = K(α) ρ₀λ R/[D(1−R)],  K = 1/U.  (11)

For α → 0 the weight tends to u, and for α → ∞ it becomes proportional to u². Therefore

α → 0:  U → (1/3)/(1/2) = 2/3,  K → 3/2,  (12)

α → ∞:  U → (1/4)/(1/3) = 3/4,  K → 4/3.  (13)

This is the result sought: to leading order in each limit, ρ_gb is proportional to ρ₀λ, with prefactor 3/2 for weak and 4/3 for strong reflection.

Between the limits K falls steadily. To see this, set h(u) = 1/(u + α), whose derivative with respect to α is −h². Differentiating the quotient in (10) gives

dU/dα = −mean(u h) + mean(u) mean(h),  (14)

with all means taken with the weight u²/(u + α). The right side is minus the covariance of u and h. That covariance is half the double average of (u − u′)[h(u) − h(u′)] over independent u and u′. Since h decreases with u, this product is negative whenever u ≠ u′. Hence dU/dα > 0, and K decreases from 3/2 to 4/3. At fixed R, D and k_F, changing τ can thus change ρ_gb by less than a factor (3/2)/(4/3) = 9/8.

The two numbers have a simple meaning. For weak reflection the planes slightly perturb the bulk distribution, and their rates, proportional to 1/u, are averaged: ⟨1/u⟩ = 3/2. For strong reflection the planes control the relaxation time, which is proportional to u. Now conductivities are averaged, and the resistivity contains 1/⟨u⟩ = 4/3. In the second case the current shifts towards electrons moving nearly along x, which suffer least, and this lowers the prefactor.

**How fast the limits are reached**

For small α, (2) gives f = 1 − x with x = 3α/2 − 3α² plus terms of order α³ ln α. Expanding 1/f = 1 + x + x² + …,

ρ/ρ₀ = 1 + 3α/2 − 3α² + 9α²/4 + … = 1 + 3α/2 − 3α²/4 + …,

K = 3/2 − 3α/4 + … .  (15)

For large α the polynomial in (2) nearly cancels against the logarithm, so several terms are needed:

α³ ln(1 + 1/α) = α² − α/2 + 1/3 − 1/(4α) + 1/(5α²) − … .

After multiplication by −3, the terms in α², α and the constant cancel those in (2), leaving

f = 3/(4α) − 3/(5α²) + … = [3/(4α)][1 − 4/(5α) + …].

Inversion gives

ρ/ρ₀ = (4α/3)[1 + 4/(5α) + …] = 4α/3 + 16/15 + … .  (16)

Subtracting the bulk value 1 leaves a constant 1/15 in ρ_gb/ρ₀, and

K = 4/3 + 1/(15α) + … .  (17)

The small constant means that the excess approaches its limiting law sooner than the total does. At α = 10 the total is 14.40ρ₀, while 4α/3 is 13.33; the excess has K = 1.340, within 0.5% of 4/3. At α = 1 the full result is K = 1.378. There 3/2 overestimates the excess by about 9% and 4/3 underestimates it by about 3%, both relative to the full formula.

**A copper-like line**

Take a line 20 nm wide and 40 nm high, with D = 20 nm and R = 0.30. Rough values for copper at 293 K are an electron density of 8.5×10²² cm⁻³ and ρ₀ = 1.7 μΩ cm. Here and below the inputs are treated as exact, so that the arithmetic can be followed and small differences seen; the further digits are not predictions for real metals. The density fixes k_F = (3π²n)^(1/3) = 13.60 nm⁻¹, and (8) gives

ρ₀λ = 65.74 μΩ cm nm (6.57×10⁻¹⁶ Ω m²),

λ = 65.74/1.70 = 38.67 nm.

With R/(1−R) = 0.4286,

α = (38.67/20)(0.4286) = 0.829.

The line lies between the two limits; α would reach 1 at D = 16.6 nm. The common factor in (11) is

ρ₀λ R/[D(1−R)] = 65.74 × 0.4286/20 = 1.409 μΩ cm.

The full formula has K = 1.384 and gives ρ_gb = 1.95 μΩ cm, compared with 2.11 from the weak prefactor and 1.88 from the strong one. Bulk and boundaries together give 3.65 μΩ cm. The numerical output lists the intermediate values.

Heating shows how nearly ρ_gb is independent of τ. If ρ₀ is taken proportional to absolute temperature, with R, D and k_F fixed, the bulk part rises from 1.70 to 2.16 μΩ cm between 293 and 373 K. The boundary part rises from 1.949 to 1.961 μΩ cm, or 0.6%. It rises because λ, and with it α, falls, so that K moves towards 3/2.

**What the figure of merit ranks**

Compare a metal with a shorter path, using rough ruthenium-like values ρ₀ = 7.5 μΩ cm and λ = 6.5 nm, at the same R and D. Its product is 48.75 μΩ cm nm, or 0.742 times that of the copper-like metal. Its boundary part is 1.51 μΩ cm, or 0.776 times the copper-like value. Within formula (2) the ratios differ because the second metal has α = 0.139 and a larger K, 1.447. Thus ρ₀λ predicts the ratio of the boundary parts to within 5% here.

It does not predict the order of the totals. The short-path metal has 9.01 μΩ cm against 3.65 μΩ cm, because its bulk term dominates. With R equal and fixed, and with walls and liner left out, the two totals meet at D = 1.60 nm. This is far below the mean free path of the copper-like metal. An electron there can meet many planes between bulk collisions, and neglecting interference between the planes is doubtful, so the crossing is an extrapolation and not a design value. Wall scattering also moves it: for a line of width D and height 2D with diffuse walls it lies near 3.6 nm. At comparable reflection parameters, a metal with a lower ρ₀λ but a higher ρ₀ has the lower sum of bulk and boundary parts only if it gains more in the boundary part than it loses in the bulk part. It is not enough that boundaries supply most of the total. A difference in R can reverse the order, since R/(1−R) enters (11) on an equal footing with ρ₀λ.

**The model beside a real line**

The chosen dimensions are in the range of narrow copper interconnects, and R = 0.30 is a plausible rough value for copper boundaries. One omission, which can be large, is scattering at the walls. For a film of thickness d with fully diffuse walls, an electron at distance z from the wall it left has regained a fraction 1 − exp[−z/(λu)] of its bulk drift, where u is now the direction cosine along the wall normal. Averaging uniformly over z from 0 to d, and over u from 0 to 1 with weight (3/2)(1 − u²) for current along the film, gives the Fuchs-Sondheimer result

ρ₀/ρ_film = 1 − [3/(2κ)] ∫₀¹ (u − u³)[1 − exp(−κ/u)] du,  κ = d/λ.  (18)

The side walls, 20 nm apart, then add 1.51 μΩ cm, and the top and bottom, 40 nm apart, add 0.76 μΩ cm. Simple addition of the two, itself an approximation, gives 2.27 μΩ cm, more than the boundary term. If the walls are diffuse, a value of R fitted to measured resistivities without a wall term will therefore be too large.

A real line also has a resistive liner. With 2 nm on the sides and bottom, the trench measures 24 nm by 42 nm. If the liner carries no current, the resistivity referred to the trench area is 1.26 times that of the metal. Bulk, boundaries and walls sum to about 5.9 μΩ cm, which the liner raises to about 7.5 μΩ cm. Treating walls and boundaries together in the rectangular cross-section, instead of adding them, gives about 5.7 and 7.2 μΩ cm. This is an estimate of size, not a prediction for a particular process.

Two further uncertainties concern the boundaries themselves. If 0.30 were the true normal-incidence probability R₁, α would double and the boundary part would be 3.84 μΩ cm. The angular law matters too. Suppose the reflection probability were the same for all directions. By the first form of (5) the plane rate would be proportional to u, and α/u in (6) would become αu. The weak prefactor would be ⟨u⟩ = 3/4 and the strong one 1/⟨1/u⟩ = 2/3. At the same α the line's boundary part would then be 1.03 μΩ cm instead of 1.95 μΩ cm. Here, however, α = 2(λ/D) R_f/(1−R_f), with R_f the direction-independent probability, so the same α means R_f = 0.18. In front of ρ₀λ R_f/[D(1−R_f)] the prefactors are 2 × 3/4 = 3/2 and 2 × 2/3 = 4/3, and R_f = 0.30 gives about 2.0 μΩ cm. In both limits the customary R thus acts like a reflection probability that is the same for all directions. Proportionality to ρ₀λ in each limit holds for both laws; the prefactors depend on which probability is inserted, and all of them are for planes normal to the current, with rates that add as in (6). Adding rates treats the planes as if their scattering were spread evenly through the metal. If λ is much shorter than D and R is not small, the disturbance stays near each plane, and the prefactor for such planes lies below 3/2: about 1.40 for R = 0.30, falling towards 4/3 as R approaches 1. Keeping the planes discrete changes K for the copper-like line only from 1.384 to 1.380, and its rise on heating from 0.6% to 0.4%. For the ruthenium-like metal it lowers K from 1.447 to 1.40, so that the ratio of the boundary parts becomes 0.754, closer to the ratio of the products. Thermal smearing is minor by comparison: at 293 K the thermal energy is 0.4% of the Fermi energy.

Real Fermi surfaces are not spheres, and real boundaries meet the current at many angles. For an anisotropic metal ρ₀λ, and in general the directional averages too, can depend on the crystal direction of the current, so (8) must be replaced by an integral over the actual Fermi surface. The ruthenium-like comparison above, which uses one scalar λ, leaves this out.

Computed values

```
LIMITS OF THE MS FORMULA
K at alpha = 1e-6: 1.499999
K at alpha = 1e6: 1.333333
weak correction, coefficient of alpha: -0.7500
strong correction, coefficient of 1/alpha: 0.0667
strong limit, constant in rho/rho0: 1.0667
alpha = 0.01: rho/rho0 = 1.0149, K = 1.4934
alpha = 0.1: rho/rho0 = 1.1457, K = 1.4573
alpha = 1: rho/rho0 = 2.3778, K = 1.3778
alpha = 10: rho/rho0 = 14.3967, K = 1.3397
alpha = 100: rho/rho0 = 134.3996, K = 1.3340
COPPER-LIKE LINE (rough inputs)
electron density: 8.50e+22 cm^-3
bulk resistivity rho0 at 293 K: 1.70 microohm cm
reflection parameter R: 0.30; R/(1-R): 0.4286
grain size D: 20 nm
line width: 20 nm; height: 40 nm
Fermi wave number: 13.60 nm^-1
Fermi wavelength: 0.462 nm
Fermi energy: 7.05 eV
rho0 lambda: 65.74 microohm cm nm
rho0 lambda converted: 6.574e-16 ohm m^2
mean free path lambda: 38.67 nm
alpha: 0.8287; K: 1.3837
grain size where alpha = 1: 16.57 nm
rho0 lambda R/(D(1-R)): 1.4088 microohm cm
grain-boundary part, full MS: 1.949 microohm cm
estimate with 3/2: 2.113 microohm cm
estimate with 4/3: 1.878 microohm cm
total resistivity: 3.649 microohm cm
SHORT-PATH METAL (rough ruthenium-like inputs, same R and D)
rho0: 7.50 microohm cm; lambda: 6.50 nm
rho0 lambda: 48.75 microohm cm nm
alpha: 0.1393; K: 1.4473
grain-boundary part: 1.512 microohm cm
total resistivity: 9.012 microohm cm
ratio of rho0 lambda, short-path/copper: 0.742
ratio of boundary parts: 0.776
grain size where totals are equal: 1.60 nm
NEGLECTED EFFECTS, COPPER-LIKE LINE
diffuse side walls, added: 1.508 microohm cm
diffuse top and bottom, added: 0.759 microohm cm
both wall pairs, added: 2.267 microohm cm
boundary part if alpha is doubled: 3.843 microohm cm
boundary part, flat angular law: 1.027 microohm cm
flat-law prefactors: weak 0.7500, strong 0.6667
bulk part at 373 K (rho0 ~ T): 2.164 microohm cm
boundary part at 373 K: 1.961 microohm cm
liner thickness, sides and bottom: 2 nm
trench area/metal area: 1.260
thermal energy/Fermi energy at 293 K: 0.00358
```
